Two-Bessel Shape Functions with Unit Multipole Moment for Pseudized Augmentation Charges

**The spherical case**

Take a spherical charge confined to a sphere of radius r_c, and ask for a radial profile that reaches zero at the surface together with its first two derivatives. Let s = r/r_c and try two sine waves that fit into the sphere:

g_0(r) = u(s)/s,  u(s) = A sin πs + B sin 2πs.  (1)

Both sines vanish at s = 1, so u(1) = 0. The slope there is

u'(1) = πA cos π + 2πB cos 2π = −πA + 2πB,

which vanishes when B = A/2. The second derivative, u''(1) = −π²A sin π − 4π²B sin 2π, is zero without any further condition. Since g_0 = u/s and 1/s is smooth at s = 1, g_0 also vanishes there with two derivatives. With sin 2πs = 2 sin πs cos πs,

g_0(r) = A sin πs (1 + cos πs)/s.  (2)

The scale A follows from the normalization ∫_0^{r_c} g_0 r² dr = 1. Integration by parts gives ∫_0^1 s sin nπs ds = −cos(nπ)/(nπ), which is 1/π for n = 1 and −1/(2π) for n = 2. Hence

1 = r_c³ A [1/π − 1/(4π)] = 3A r_c³/(4π),  A = 4π/(3r_c³).  (3)

The function is positive inside the sphere. Two waves were enough for three edge conditions because the wave equation supplied the third. The same mechanism works for every angular momentum L.

**The general problem**

An ultrasoft pseudopotential restores the charge missing from the smooth wavefunctions by adding augmentation functions inside atomic spheres. Let one angular component be Q_L(r) Y_LM, with normalized real spherical harmonics and Q_L = 0 for r > r_c. Its multipole moment is

q_L = ∫ Q_L Y_LM r^L Y_LM d³r = ∫_0^{r_c} Q_L(r) r^{L+2} dr.  (4)

The pseudization treated here replaces Q_L over the whole sphere by q_L g_L, where g_L is smooth and has unit moment. Milder schemes alter Q_L only inside a smaller inner radius while keeping its moment, so the region of change is smaller. For L = 0 this convention makes the total charge of g_0 Y_00 equal to √(4π), because Y_00 = 1/√(4π).

The shape function is

g_L(r) = a_1 j_L(k_1 r) + a_2 j_L(k_2 r) for r < r_c,  g_L = 0 for r > r_c,  (5)

with 0 < k_1 < k_2 and both amplitudes nonzero. Write x_i = k_i r_c and f_i(r) = j_L(k_i r). Derivatives at r_c are taken from inside. The requirements are

g_L = g_L' = g_L'' = 0 at r_c,  ∫_0^{r_c} g_L r^{L+2} dr = 1.  (6)

**Why the wave numbers must be zeros of j_L**

Each term obeys the radial wave equation

f_i'' + (2/r) f_i' + [k_i² − L(L+1)/r²] f_i = 0.  (7)

Multiply by a_i, sum over i and set r = r_c. If g_L, g_L' and g_L'' all vanish there, what remains is

k_1² a_1 j_L(x_1) + k_2² a_2 j_L(x_2) = 0.  (8)

The condition g_L(r_c) = 0 reads a_1 j_L(x_1) + a_2 j_L(x_2) = 0. Subtracting k_1² times this from (8) gives (k_2² − k_1²) a_2 j_L(x_2) = 0. Since k_1 ≠ k_2 and a_2 ≠ 0, it follows that j_L(x_2) = 0, and then j_L(x_1) = 0 as well.

Conversely, if x_1 and x_2 are zeros of j_L, the value g_L(r_c) vanishes and the summed equation (7) becomes

g_L''(r_c) = −(2/r_c) g_L'(r_c).  (9)

One choice of a_2/a_1 that removes the slope therefore removes the curvature too.

A weaker choice is to give the two waves equal logarithmic derivatives at r_c. Value and slope can then be cancelled, but by the argument above the curvature cannot, unless both x_i are zeros. For L = 2, r_c = 0.8 Å, a first wave number 10 percent below the lowest zero of j_2 divided by r_c, and the second taken as the next larger wave number with the same logarithmic derivative (its x lies between the first two zeros of j_2), such a function with unit moment has g'' = 788 Å⁻⁷ at the edge.

**The two amplitudes**

Two derivative rules are needed. They follow from the power series

j_L(x) = x^L Σ_n (−1)ⁿ x^{2n} / [2ⁿ n! (2L+2n+1)!!].  (10)

Divide by x^L and differentiate. The factor 2n cancels against 2ⁿ n!, leaving 2^{n−1}(n−1)!, and relabelling n = m + 1 produces the series of j_{L+1}:

d/dx [x^{−L} j_L] = −x^{−L} j_{L+1}.  (11)

Next write (10) for L + 1, multiply by x^{L+2} and differentiate. The power x^{2L+2n+3} brings down a factor that reduces (2L+2n+3)!! to (2L+2n+1)!!, so

d/dx [x^{L+2} j_{L+1}] = x^{L+2} j_L.  (12)

Rule (11) expands to j_L' = (L/x) j_L − j_{L+1}. At a zero of j_L this is j_L'(x_i) = −j_{L+1}(x_i). It is not zero, since a solution of (7) with vanishing value and slope at one positive radius would vanish everywhere. The slope condition is then

0 = Σ_i a_i k_i j_L'(x_i) = −(1/r_c) Σ_i a_i x_i j_{L+1}(x_i),

so that a single constant b describes both terms:

a_1 x_1 j_{L+1}(x_1) = b,  a_2 x_2 j_{L+1}(x_2) = −b.  (13)

For the moment, substitute x = k_i r and use (12):

∫_0^{r_c} r^{L+2} j_L(k_i r) dr = k_i^{−(L+3)} x_i^{L+2} j_{L+1}(x_i) = r_c^{L+3} j_{L+1}(x_i)/x_i.  (14)

By (13), a_i j_{L+1}(x_i)/x_i equals b/x_1² for the first term and −b/x_2² for the second. The unit moment requires

r_c^{L+3} b (1/x_1² − 1/x_2²) = 1,  b = x_1² x_2² / [(x_2² − x_1²) r_c^{L+3}].  (15)

Inserting b into (13) gives the amplitudes:

a_1 = x_1 x_2² / [(x_2² − x_1²) j_{L+1}(x_1) r_c^{L+3}],

a_2 = −x_1² x_2 / [(x_2² − x_1²) j_{L+1}(x_2) r_c^{L+3}].  (16)

For L = 0, x_1 = π and x_2 = 2π, with j_1(π) = 1/π and j_1(2π) = −1/(2π), both amplitudes are 4π²/(3r_c³), in agreement with (2) and (3).

Any two different zeros satisfy (6). From here on x_1 and x_2 are the two lowest positive zeros. The first few are

L = 0: 3.1416, 6.2832
L = 1: 4.4934, 7.7253
L = 2: 5.7635, 9.0950
L = 3: 6.9879, 10.4171

**The edge and the sign of the function**

The third derivative shows how smooth the edge is. Differentiate (7), multiply by a_i, sum, and set r = r_c. All terms containing g_L, g_L' or g_L'' drop out, leaving

g_L'''(r_c) = −Σ_i k_i² a_i f_i'(r_c) = Σ_i a_i k_i³ j_{L+1}(x_i) = b(x_1² − x_2²)/r_c³ = −x_1² x_2²/r_c^{L+6}.  (17)

This is not zero, so the third derivative jumps at r_c. Just inside the edge, g_L ≈ x_1² x_2² (r_c − r)³/(6 r_c^{L+6}), which is positive.

The function is positive throughout 0 < r < r_c. To see this, multiply (7) by r², which gives (r² f_i')' = [L(L+1) − k_i² r²] f_i. Cross-multiplying the equations for f_1 and f_2 and subtracting yields

d/dr [r²(f_1 f_2' − f_2 f_1')] = −(k_2² − k_1²) r² f_1 f_2.  (18)

Let ρ = f_2/f_1 and I(r) = ∫_0^r t² f_1(t) f_2(t) dt. Integrating (18) from the origin,

r² f_1² ρ' = −(k_2² − k_1²) I(r).  (19)

Inside the sphere f_1 is positive, while f_2 is first positive and then negative. The integral I therefore rises and then falls. At r_c both f_i vanish, so the bracket in (18) is zero and I(r_c) = 0. Hence I > 0 in between, and ρ decreases towards its edge value

f_2'(r_c)/f_1'(r_c) = k_2 j_{L+1}(x_2)/[k_1 j_{L+1}(x_1)] = −a_1/a_2,

where the last step uses (13). At its first zero j_L is falling, so j_{L+1}(x_1) > 0; at its second it is rising, so j_{L+1}(x_2) < 0. By (16) both amplitudes are then positive, and g_L = a_2 f_1 (ρ + a_1/a_2) > 0.

**Smoothness in reciprocal space**

A plane-wave code needs the transform g̃_L(G) = ∫_0^{r_c} g_L(r) j_L(Gr) r² dr. The derivation of (18) also applies to the pair f_i and h = j_L(Gr):

d/dr [r²(f_i h' − h f_i')] = (k_i² − G²) r² f_i h.

Integrate to r_c, where f_i = 0 and f_i' = −k_i j_{L+1}(x_i):

∫_0^{r_c} f_i h r² dr = r_c x_i j_{L+1}(x_i) j_L(Gr_c)/(k_i² − G²).  (20)

Summing with the amplitudes and using (13),

g̃_L(G) = r_c b j_L(Gr_c) [1/(k_1² − G²) − 1/(k_2² − G²)].

The bracket equals (k_2² − k_1²)/[(k_1² − G²)(k_2² − G²)], and (15) gives r_c b (k_2² − k_1²) = k_1² k_2²/r_c^L. Therefore

g̃_L(G) = j_L(Gr_c) / [r_c^L (1 − G²/k_1²)(1 − G²/k_2²)].  (21)

At G = k_i the numerator vanishes as well, and the finite limit is to be taken. For small G, (10) gives g̃_L → G^L/(2L+1)!!, which is the statement of unit moment in reciprocal space. For large G, j_L(Gr_c) oscillates with amplitude 1/(Gr_c), so g̃_L has the envelope k_1² k_2²/(r_c^{L+1} G⁵). The two lowest zeros make this envelope smallest, which is the reason for choosing them.

**What the replacement preserves**

In atomic units the Coulomb potential of g_L Y_LM, acting on an electron, is V_L(r) Y_LM. The multipole expansion

1/|r − r'| = Σ_LM [4π/(2L+1)] (r_<^L/r_>^{L+1}) Y_LM(r̂) Y_LM(r̂')

shows that outside the sphere the density enters through its moment alone:

V_L(r) = 4π/[(2L+1) r^{L+1}],  r ≥ r_c.  (22)

Inside, Poisson's equation is V_L'' + 2V_L'/r − L(L+1)V_L/r² = −4πg_L. By (7) the operator on the left turns f_i into −k_i² f_i, so 4πΣ a_i f_i/k_i² is a particular solution. The solution of the homogeneous equation that is regular at the origin is r^L. Its coefficient follows from continuity with (22) at r_c, where the f_i vanish:

V_L(r) = 4π Σ_i a_i j_L(k_i r)/k_i² + 4π r^L/[(2L+1) r_c^{2L+1}],  r ≤ r_c.  (23)

Since (22) depends on the moment alone, Q_L and q_L g_L produce the same potential for r ≥ r_c. This requires Q_L to be confined to r_c. Inside the sphere the potential and the self-energy change. In the projector augmented-wave method, one-centre terms can account for the difference; in a plain ultrasoft calculation it remains as an approximation. If spheres of neighbouring atoms overlap, part of one atom's sphere lies in the region where the neighbour's potential has been altered.

The radius sets the compromise. Since k_i = x_i/r_c with the zeros x_i fixed, the wave numbers scale as 1/r_c, so a larger sphere gives a softer density but enlarges the region where the potential is changed.

**A worked example with L = 2**

Take r_c = 0.8 Å (1.512 bohr) and a moment q_2 = 0.1 Å² in units of the electron number. These are round model parameters. With x_1 = 5.76346 and x_2 = 9.09501,

k_1 = 5.76346/0.8 = 7.204 Å⁻¹,  k_2 = 9.09501/0.8 = 11.369 Å⁻¹.

The squares are x_1² = 33.217 and x_2² = 82.719, with difference 49.502, and r_c⁵ = 0.32768 Å⁵. With j_3(x_1) = 0.165547 and j_3(x_2) = −0.107941, (16) gives

a_1 = 5.76346 × 82.719/(49.502 × 0.165547 × 0.32768) = 177.5 Å⁻⁵ (7.367 bohr⁻⁵),

a_2 = 33.217 × 9.09501/(49.502 × 0.107941 × 0.32768) = 172.5 Å⁻⁵ (7.160 bohr⁻⁵).

The slopes of the two terms at r_c are −211.7 and +211.7 Å⁻⁶ and cancel. Their contributions to the moment are 82.719/49.502 = 1.671 and −33.217/49.502 = −0.671, with sum 1. The third derivative just inside the edge is −1.638 × 10⁴ Å⁻⁸.

For comparison, let the original augmentation function be the compact model Q_2 ∝ s²(1 − s²)¹², scaled to the same moment. The factors of Y_2M in the potential energy of an electron are:

at 1.2 Å: 2.094 eV for both functions;
at 0.4 Å: 49.07 eV for Q_2 and 24.91 eV for q_2 g_2.

If all the charge lay within 0.4 Å, the r⁻³ law of (22) would give 27 × 2.094 = 56.5 eV there. The compact function reaches 87 percent of this value and the pseudized one 44 percent, because more of its moment lies farther out.

The Coulomb self-energy U can be resolved by wave number. The Fourier transform of Q_L Y_LM is 4π(−i)^L Q̃_L(G) Y_LM(Ĝ), and the Coulomb kernel is 4π/G². Hence, in atomic units,

U = ½ ∫ d³G/(2π)³ (4π/G²) 16π² Q̃_L² Y_LM² = 4 ∫_0^∞ Q̃_L(G)² dG,  (24)

where the angular integral of Y_LM² is 1. In the example U falls from 28.47 eV for Q_2 to 5.03 eV for q_2 g_2. This large change is one part of the interior error that one-centre terms would have to repair; the interaction with other charge of the same angular component inside the sphere generally changes as well and is not computed here.

A density cutoff ħ²G²/2m = 1000 eV corresponds to G = 16.20 Å⁻¹. Beyond it lies 3.76 percent of the self-energy of Q_2, about 1.07 eV, but 0.0079 percent of that of q_2 g_2, about 0.0004 eV. The self-energy of the pseudized density is thus converged at a cutoff that still truncates the compact one noticeably. The density itself converges more slowly, since its norm weights Q̃_L² by a further factor G²: truncated at this cutoff, the radial profile is off by up to about 2 percent of its peak for q_2 g_2 and about 30 percent for Q_2. These figures belong to this model function; the contrast depends on how compact Q_2 is, on how smoothly it ends at r_c, and on the cutoff. This Q_2 ends as (1 − s²)¹², so its transform eventually falls as G⁻¹⁴ against G⁻⁵ for g_2; at 3500 eV, where both tails are below 10⁻⁶ eV, the pseudized one is the larger.

The numerical check obtains the amplitudes independently, from numerical slopes and moments, and tests the edge derivatives, the transform and the potentials by direct differentiation and integration.

Values computed for the example and the checks

```
Zeros and scaled amplitudes A_i = a_i rc^(L+3), dimensionless
L=0: x1=3.14159 x2=6.28319 A1=13.1595 A2=13.1595
L=1: x1=4.49341 x2=7.72525 A1=31.2608 A2=30.7689
L=2: x1=5.76346 x2=9.09501 A1=58.1763 A2=56.5410
L=3: x1=6.98793 x2=10.41712 A1=94.9462 A2=91.3762
Example: L = 2, rc = 0.800 angstrom = 1.5118 bohr
moment q = 0.100 electron angstrom^2
k1 = 7.2043 1/angstrom, k2 = 11.3688 1/angstrom
j3(x1) = 0.165547, j3(x2) = -0.107941
a1 = 177.5401 angstrom^-5 = 7.36719 bohr^-5
a2 = 172.5495 angstrom^-5 = 7.16010 bohr^-5
term 1: slope at rc = -211.745 angstrom^-6
term 1: share of unit moment = 1.67104
term 2: slope at rc = 211.745 angstrom^-6
term 2: share of unit moment = -0.67104
g2 at 0.4 angstrom = 87.9804 angstrom^-5
g2''' just inside rc = -16377.7 angstrom^-8
g'' at rc, matched pair with x = 0.9 x1: 787.6 angstrom^-7
Radial potential energy of an electron (factor of Y_2M), eV
r = 0.4 angstrom: hard 49.0677 eV
r = 0.4 angstrom: pseudized 24.9070 eV
r = 1.2 angstrom: hard 2.094344 eV
r = 1.2 angstrom: pseudized 2.094344 eV
Coulomb self-energy, hard: 28.4748 eV
Coulomb self-energy, pseudized: 5.0289 eV
density cutoff 1000 eV: G = 16.2009 1/angstrom
self-energy share beyond cutoff, hard: 3.7594 percent
self-energy share beyond cutoff, pseudized: 0.0079 percent
```
